Why field reversal prolongs ion-limited dielectric life, and by how much

**Q:** I stress a low-k dielectric between two copper lines, and I assume that it fails when copper ions cross from one line to the other. I am told that a bipolar square wave makes it live much longer than DC, because each reversal carries the ions back, provided that they drift less than the line spacing in a half-cycle. Is that argument sound?

**A:** It is sound for the mean displacement of ions away from the electrodes, but it leaves out their random spread. To see what that changes we need a model with both.

Let a singly charged ion move along a line of sites a distance a apart. It starts at site 0, beside its source electrode, and the opposite electrode is N hops away, at L = Na. The ions do not interact, and the field E is uniform. The source wall turns ions back without binding them, and the far electrode removes them. By lifetime I mean, for now, the mean time to first arrival at the far electrode.

Without a field the hop rate in each direction is k₀ = ν exp(−Eₐ/kT), with attempt rate ν and barrier Eₐ. If the barrier top lies midway between sites, the field lowers the forward barrier by qaE/2 and raises the backward one equally:

k₊ = k₀ exp(s),  k₋ = k₀ exp(−s),  s = qaE/(2kT).

The mean velocity is the hop length times the difference of the rates:

v = a(k₊ − k₋) = 2ak₀ sinh s.

Away from the walls, forward and backward hops are independent Poisson events, so their variances add. The displacement variance after time t is a²(k₊ + k₋)t. Writing it as 2Dt gives

D = a²k₀ cosh s.

Reversing the field changes s to −s. The velocity changes sign, but D does not.

**Q:** So what is left after one complete cycle?

**A:** Let h be the half-period and A = vh the drift in one half-cycle. Away from the walls,

mean displacement = vh − vh = 0,
variance = 2Dh + 2Dh = 4Dh.

Reversal undoes the drift and adds to the spread. Suppose the wave starts forward. If there were no spread, an ion with A < L would never arrive, and one with A > L would arrive during the first half-cycle just as under DC. Spread makes the first lifetime finite and blurs the boundary between the two cases.

**Q:** Then how long does the ion survive when I switch quickly?

**A:** Take general constant rates first, p forward and r backward. Let τᵢ be the mean time to get from site i to site i+1 for the first time. At the wall only forward hops occur, so τ₀ = 1/p. At any other site the ion waits 1/(p + r) on average. With probability r/(p + r) it then steps back, and must first return to i and then advance:

τᵢ = 1/(p + r) + [r/(p + r)](τᵢ₋₁ + τᵢ).

Multiply by p + r and cancel rτᵢ:

pτᵢ = 1 + rτᵢ₋₁.

With ρ = r/p, repeated substitution gives a geometric sum:

τᵢ = (1 + ρ + … + ρⁱ)/p = (1 − ρⁱ⁺¹)/(p − r).

Adding the steps i = 0 to N − 1 gives the lifetime:

T = N/(p − r) − r(1 − ρᴺ)/(p − r)².

If p = r, every term of the geometric sum is 1, so τᵢ = (i + 1)/p and

T = N(N + 1)/(2p).

For DC, p = k₊ and r = k₋. For a wave whose period is much shorter than the mean wait between hops, an ion has equal chances of hopping in either half, so only the averaged rates matter:

p = r = (k₊ + k₋)/2 = k₀ cosh s.

The period must still be long compared with 1/ν, so that the field is steady during one hop attempt. The fast-reversal lifetime is then

T_fast = N(N + 1)/(2k₀ cosh s).

At strong bias the second term of the DC lifetime is small, which leaves T_DC ≈ N/(2k₀ sinh s). The gain is the ratio:

T_fast/T_DC ≈ (N + 1) tanh s ≈ (L/a) tanh(qaE/2kT).

For the mean first-arrival time of one ion under a symmetric wave that starts forward, this is the ceiling of the model, reached at fast switching. A wave that starts reversed exceeds it only by holding the ion at the wall, once the half-period is about as long as T_fast or longer. The ceiling also depends on what is counted: if the source keeps site 0 at fixed occupancy, the steady arrival flux falls by 2N tanh s, about twice this gain. Even for very large s it is only about L/a, because hops at random times still spread the ions: D/v = (a/2) coth s tends to a/2, not to zero.

**Q:** My instinct was to compare the voltage with the thermal energy. Does that appear?

**A:** It appears when each hop gains little energy. Hold u = qV/kT = 2Ns fixed and let s become small. Then k₊ − k₋ → 2k₀s, r → k₀ and ρᴺ = exp(−2Ns) = exp(−u). With N = u/(2s),

T_DC → N/(2k₀s) − (1 − e⁻ᵘ)/(4k₀s²) = (u − 1 + e⁻ᵘ)/(4k₀s²),
T_fast → N²/(2k₀) = u²/(8k₀s²).

Hence

T_fast/T_DC → u²/[2(u − 1 + e⁻ᵘ)].

For large u this is close to u/2 = qV/(2kT). For u → 0 the bracket u − 1 + e⁻ᵘ tends to u²/2 and the gain tends to 1: with no drift there is nothing for reversal to undo.

**Q:** Put in numbers for my structure.

**A:** I take L = 20 nm, a = 0.5 nm, E = 2 MV/cm and T = 398 K, with Eₐ = 1.2 eV and ν = 10¹³ s⁻¹. Then N = 40, V = 4 V and kT = 0.0343 eV. One hop gains 0.1 eV from the field, so s = 0.1/(2 × 0.0343) = 1.46 and tanh s = 0.897. The zero-field rate is k₀ = 6.38 × 10⁻³ s⁻¹, which gives

v = 0.0130 nm/s,  D = 3.61 × 10⁻³ nm²/s.

The drift time is L/v = 1543 s, and the full DC formula gives 1541 s. Fast reversal gives 5.68 × 10⁴ s, or about 16 hours. The gain is 41 × 0.897 ≈ 37. The small-hop formula would give 59, so the finite hop energy matters here.

For a view of one cycle, take h = 386 s. Away from the walls, the mean position moves forward 5.0 nm and then returns. The spread left behind is √(4Dh) = √(4 × 0.00361 × 386) = 2.4 nm.

**Q:** How low can the frequency go before I lose the benefit?

**A:** For a general period, let the vector P hold the site probabilities, with dP/dt = G₊P in the forward half and G₋P in the reverse half. The matrices G₊ and G₋ contain the hop rates. Define

P± = exp(G±h),  J± = ∫₀ʰ exp(G±t) dt,  M = P₋P₊.

The mean lifetime is the time integral of the survival probability. One cycle contributes J₊ + J₋P₊ acting on the probabilities at its start, and M carries these to the next cycle. Let e₀ put the ion at site 0, and let 1ᵀ sum over sites. Then

T = 1ᵀ(J₊ + J₋P₊)(I + M + M² + …)e₀ = 1ᵀ(J₊ + J₋P₊)(I − M)⁻¹e₀.

Evaluated numerically for a wave that starts forward, with f = 1/(2h) = v/(2A), this gives:

A/L = 0.05, f = 6.5 mHz: gain 36
A/L = 0.25, f = 1.3 mHz: gain 27
A/L = 0.50, f = 0.65 mHz: gain 16
A/L = 0.75, f = 0.43 mHz: gain 7.8
A/L = 1.00, f = 0.32 mHz: gain 2.5
A/L = 1.50, f = 0.22 mHz: gain 1.01

So A < L is not enough for a large gain; A should be well below L. An ion that begins a forward half a distance y from the source is carried to about y + A. Random spread therefore has less than L to cover. The effective gap is not simply L − A, though: the gains above correspond to a gap larger than L − A by roughly the one-cycle spread √(4Dh), for example 13 nm rather than 10 nm at A/L = 0.5. At A = L, 53% of the ions have crossed by the end of the first half-cycle. At 1 Hz the half-cycle drift is only 0.0065 nm, deep in the fast regime.

**Q:** Could the benefit come simply from the field being off, or pointing elsewhere, half the time?

**A:** Compare fast unipolar pulses, with the field on for half the time and zero for the other half. The averaged rates are p = (k₊ + k₀)/2 and r = (k₋ + k₀)/2, so

p − r = (k₊ − k₋)/2.

The drift is halved, and the elapsed lifetime rises by a factor 1.99. The time spent under field is almost unchanged. With the same amplitude and the same forward time in each cycle, resting the sample for the other half gives a gain of 2, and reversing the field gives 37.

**Q:** How well must the two halves match?

**A:** If a fraction d of each fast cycle is forward at equal amplitude, the net velocity is (2d − 1)v. The net drift time equals the spreading time L²/(2D) when

L/[(2d − 1)v] = L²/(2D), so 2d − 1 = 2D/(vL) = 0.028.

That is a forward duty of only 51.4%. Putting the averaged rates into the lifetime formula gives a gain of 24 at 51% duty and 8.7 at 55%.

Zero mean voltage does not guarantee balance either. Apply +E for one third of the cycle and −E/2 for two thirds. The mean field is zero, but the net velocity is

v_net = (2ak₀/3)[sinh s − 2 sinh(s/2)].

Using sinh s = 2 sinh(s/2) cosh(s/2),

v_net = (4ak₀/3) sinh(s/2)[cosh(s/2) − 1] > 0.

Here it is 7.2% of the DC drift, and the gain falls to 12. A net reverse drift would lengthen the life of this ion but shorten that of ions coming from the other line. If both lines supply ions, the displacement therefore has to balance, and with a nonlinear velocity that differs from balancing the voltage.

**Q:** My sample may fail when the first small fraction of ions arrives, not the average one. Does the factor 37 still apply?

**A:** No, it is much smaller. Under fast reversal the ion diffuses. A reflecting wall at 0 is equivalent to an unfolded line with absorbing ends at +L and −L. For free diffusion, a path that has touched +L is equally likely to be on either side of it afterwards. The chance of having touched it is therefore twice the chance of being beyond it, which is erfc[L/√(4Dt)]. The two ends add, and paths that touch both are negligible when the arrived fraction F is small:

F ≈ 2 erfc[L/√(4Dt)].

For F = 1%, erfc must be 0.005, so its argument is 1.985 and

t = L²/(4D × 1.985²) ≈ L²/(15.8D).

This is about eight times shorter than the mean L²/(2D). The hop model's survival probability, evaluated numerically, gives 1% arrival after 7180 s under fast reversal and 1010 s under DC, a gain of 7.1. For 0.01% arrival the times are 3400 s and 773 s, a gain of 4.4.

If both lines supply ions equally under bipolar stress, each needs to send only half the failing number. The two gains then become 6.1 and 4.1.

**Q:** Can I measure the gain at high field and apply it at a lower one?

**A:** In this model the gain in mean life carries over only if tanh s is close to 1 at both fields. Here it is not. At 0.5 MV/cm, with the same gap and temperature, the mean-life ceiling is 15 instead of 37. Carrying the high-field factor down would overstate the gain in mean life by a factor of about 2.5.

**Q:** How close is all this to a real porous SiCOH dielectric?

**A:** The spacing, temperature and permittivity, εᵣ = 2.7, are in the range of dense interconnect tests. The field is a stress value, about a third of a rough breakdown field of 6 MV/cm. The hop length, barrier and attempt rate are rough. A barrier change of 0.1 eV alters every time by exp(0.1/0.0343) ≈ 18 and shifts the frequency scale equally. The ceiling does not change, because k₀ cancels from it. It does depend on the hop length: at the same field and gap, a = 0.25 nm gives 51 and a = 1 nm gives 21.

The non-binding wall is a weak assumption. The image attraction of an ion to a metal, with energy −q²/(16πεx) at distance x, equals the applied force at 0.82 nm, less than two hops out. Adding this energy for both electrodes to the hop rates, with the end sites 0.5 nm from the metal, raises the computed gain to about 1400, since reversal returns ions to a well that holds them (the source image alone gives about 2000, the far image alone 26). The number depends steeply on that distance: about 5600 at 0.4 nm, 180 at 0.75 nm and 80 at 1 nm. The classical image law is doubtful at one hop from a metal, so I read this as a sign of strong sensitivity and not as a prediction.

Disorder also matters. With Gaussian trap depths of standard deviation 0.1 eV in 300 random chains, the median gain stays at 37, but the 10th and 90th percentiles are roughly 20 and 50. A Lorentz local field, larger by (εᵣ + 2)/3 = 1.57, gives 40. A sheet of 0.1εE/q = 3 × 10¹¹ ions per cm² makes the field differ by 10% between its two sides, and beyond that the independent-ion picture needs correction.

**Q:** And damage caused by electrons?

**A:** It can set the limit. At 2 MV/cm the Poole-Frenkel lowering of a Coulomb trap's barrier, √(q³E/πε), is 0.65 eV, or 19kT, with εᵣ = 2.7 (0.76 eV if a high-frequency permittivity of 2.0 is used), so trap-assisted conduction can be strongly enhanced. Fowler-Nordheim tunnelling from the metal through a rough 3 eV barrier has a suppression exponent of about 177 with the free-electron mass, or 125 with half that mass, and is negligible.

Suppose electronic wear-out has a constant failure rate, a mean life ten times the DC ion life, and no recovery on reversal. Counting whichever failure comes first, the gain in mean life drops from 37 to 9. Reversal still cancels the net ion drift, but most samples then fail by the other route: the share is the mean life divided by the wear-out life, about 87%.
